# Knudsen Conductance of a Long, Slowly Corrugated Pore: a numerical check

```python
"""Free-molecular (Knudsen) conductance of a corrugated circular pore.

Result under test: for wall radius R(z) = r*(1 + a*cos(q*z)), with period
2*pi/q much longer than r and length much longer than the period,
    G/G0 = (1-a^2)^(5/2) / (1+a^2/2),
where G is flow / number-density difference and G0 belongs to a uniform pore
of radius r and equal length. Wall emission follows the cosine law.

Independent road: straight flights are traced in the true corrugated pore.
For wall emission (v/4)*n, reciprocity gives the minimum principle
    G*L = (v/4)/period * min_h 1/2 integral dS E[(dz + h(z') - h(z))^2],
with h periodic, z and z' the ends of a flight, and dz = z' - z.
The tracer uses r as its unit of length and never assumes a local r^3 law.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import qmc


def formula(a):
    return (1 - a*a)**2.5 / (1 + a*a/2)


def mean_inverse_cube(a):
    value = quad(lambda x: (1 + a*np.cos(x))**-3, 0, np.pi,
                 epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    return value/np.pi


def traced_conductance(a, period, log2n=17, seed=1, harmonics=12):
    """Return G*L/(v/4) in units of r^3 from traced wall-to-wall flights."""
    q = 2*np.pi/period
    sample = qmc.Sobol(3, seed=seed).random_base2(log2n)
    total = len(sample)
    start = period*sample[:, 0]
    alpha = np.pi*sample[:, 1]             # angle to the pore axis
    psi = 2*np.pi*sample[:, 2] - np.pi     # azimuth from inward radius
    radius = 1 + a*np.cos(q*start)
    slope = -a*q*np.sin(q*start)
    s, c = np.sin(alpha), np.cos(alpha)
    radial = -s*np.cos(psi)
    # area element times cosine-law density, relative to uniform sampling
    weight = radius*s*(slope*c - radial)
    keep = weight > 0
    start, radius, s, c, radial, weight = [
        x[keep] for x in (start, radius, s, c, radial, weight)]
    neck = 1 - a

    def rho_squared(t, i):
        return radius[i]**2 + 2*radius[i]*radial[i]*t + (s[i]*t)**2

    def wall_squared(t, i):
        return (1 + a*np.cos(q*(start[i] + c[i]*t)))**2

    # The cylinder inside the necks is free of walls: jump to its far side.
    disc = (radius*radial)**2 - s**2*(radius**2 - neck**2)
    core_exit = (-radius*radial + np.sqrt(np.maximum(disc, 0)))/s**2
    step = 1/(10*s + 40*np.abs(c)/period)
    low, high = np.zeros(len(s)), np.zeros(len(s))
    active = np.arange(len(s))
    for _ in range(5000):
        trial = low[active] + step[active]
        rho2 = rho_squared(trial, active)
        outside = rho2 >= wall_squared(trial, active)
        high[active[outside]] = trial[outside]
        inside = ~outside
        active, trial, rho2 = active[inside], trial[inside], rho2[inside]
        in_core = rho2 < neck**2
        trial[in_core] = core_exit[active[in_core]]
        low[active] = trial
        if active.size == 0:
            break
    assert active.size == 0, "some flights never reached the wall"
    everyone = slice(None)
    for _ in range(36):
        middle = (low + high)/2
        free = rho_squared(middle, everyone) < wall_squared(middle, everyone)
        low = np.where(free, middle, low)
        high = np.where(free, high, middle)
    dz = c*(low + high)/2
    # least-squares minimum over odd periodic functions h
    change = np.column_stack([
        (np.sin(k*q*(start + dz)) - np.sin(k*q*start))/(k*q)
        for k in range(1, harmonics + 1)])
    weighted = change*weight[:, None]
    coefficients = np.linalg.solve(change.T @ weighted, -(weighted.T @ dz))
    residual = dz + change @ coefficients
    return 2*np.pi**2*np.sum(weight*residual**2)/total


# Angular average against quadrature, and its small-amplitude limit
for amplitude in (0.1, 0.4, 0.7, 0.9):
    assert abs(formula(amplitude)*mean_inverse_cube(amplitude) - 1) < 1e-8
small = 0.01
small_coefficient = (1 - 1/mean_inverse_cube(small))/small**2
assert abs(small_coefficient - 3) < 2e-3

# Uniform tube: traced flights against G0*L = (2*pi/3)*v*r^3
uniform_exact = 8*np.pi/3
uniform_traced = traced_conductance(0.0, 1000.0)
assert abs(uniform_traced/uniform_exact - 1) < 5e-3

# Example inputs; dimensions and collision diameter are rough typical values
r_nm, a, period_nm, length_nm = 40.0, 0.4, 4000.0, 60000.0
temperature, pressure_torr = 500.0, 1.0
mass_u, diameter_nm = 14.007 + 15.999, 0.35
diffuse_fraction, film_nm = 0.9, 1.0
ratio = formula(a)
example_period = period_nm/r_nm

# Corrugated pore: approach to the slow-variation limit
periods = [25.0, example_period, 400.0, 1600.0]
traced = [traced_conductance(a, p)/uniform_exact for p in periods]
deviation = np.array(traced)/ratio - 1
coarse = traced_conductance(a, example_period, log2n=16, seed=7)/uniform_exact
fewer = traced_conductance(a, example_period, harmonics=8)/uniform_exact
sampling_shift = coarse/traced[1] - 1
basis_shift = fewer/traced[1] - 1
strong_a = 0.7
strong_traced = traced_conductance(strong_a, 1600.0)/uniform_exact
strong_deviation = strong_traced/formula(strong_a) - 1

# Conductances and flow
pressure = pressure_torr*const.torr
thermal = const.k*temperature
speed = np.sqrt(8*thermal/(np.pi*mass_u*const.atomic_mass))
r, length = r_nm*1e-9, length_nm*1e-9
g_uniform = 2*np.pi*r**3*speed/(3*length)
g_pore = g_uniform*ratio
density = pressure/thermal
equal_volume_ratio = ratio/(1 + a*a/2)**1.5
mean_square = quad(lambda x: (1 + a*np.cos(x))**2, 0, np.pi)[0]/np.pi
assert abs(equal_volume_ratio*mean_inverse_cube(a)*mean_square**1.5 - 1) < 1e-9
narrow = quad(lambda x: (1 + a*np.cos(x))**-3, np.pi/2, np.pi)[0]
narrow_share = narrow/(np.pi*mean_inverse_cube(a))

# Sizes of neglected effects
free_path = thermal/(np.sqrt(2)*np.pi*(diameter_nm*1e-9)**2*pressure)
knudsen = free_path/(2*r*(1 + a))
mouth_conductance = speed/4*np.pi*(r*(1 + a))**2
mouth_share = g_pore/mouth_conductance
x = np.linspace(0, 2*np.pi, 20001)
excess = (1 + a*np.cos(x))**-3/mean_inverse_cube(a) - 1
cumulative = np.concatenate(
    ([0], np.cumsum((excess[1:] + excess[:-1])/2)*(x[1] - x[0])))/(2*np.pi)
partial_period = np.ptp(cumulative)*period_nm/length_nm
chords = np.arange(1, 1000)
chance = diffuse_fraction*(1 - diffuse_fraction)**(chords - 1)
specular_factor = np.sum(chords**2*chance)/np.sum(chords*chance)
assert abs(specular_factor - (2 - diffuse_fraction)/diffuse_fraction) < 1e-10


def narrowing(thickness_nm):
    new_r = r_nm - thickness_nm
    return (new_r/r_nm)**3*formula(a*r_nm/new_r)/ratio - 1


print("INPUTS: NO gas; rough modulated-alumina pore dimensions")
print(f"mean radius r = {r_nm:.1f} nm; amplitude a = {a:.2f}")
print(f"neck radius = {r_nm*(1-a):.1f} nm; widest = {r_nm*(1+a):.1f} nm")
print(f"period = {period_nm/1000:.1f} um; length = {length_nm/1000:.1f} um")
print(f"number of periods = {length_nm/period_nm:.1f}")
print(f"temperature = {temperature:.0f} K; pressure = {pressure_torr:.1f} Torr")
print(f"NO mass = {mass_u:.3f} u; rough diameter = {diameter_nm:.2f} nm")
print("CHECKS")
print(f"small-a coefficient from quadrature = {small_coefficient:.4f}")
print(f"uniform tube, traced/formula = {uniform_traced/uniform_exact:.5f}")
print(f"slow-limit G/G0 at a={a:.1f}: {ratio:.5f}")
for p, value, error in zip(periods, traced, deviation):
    print(f"period/r={p:.0f}: traced G/G0={value:.5f}, dev={100*error:+.2f} %")
print(f"half sample, new seed: shift = {100*sampling_shift:+.3f} %")
print(f"8 instead of 12 harmonics: shift = {100*basis_shift:+.4f} %")
print(f"a={strong_a:.1f}, period/r=1600: traced = {strong_traced:.5f}")
print(f"a={strong_a:.1f}: formula = {formula(strong_a):.5f}, "
      f"dev = {100*strong_deviation:+.2f} %")
print("EXAMPLE RESULTS")
print(f"mean inverse cube = {mean_inverse_cube(a):.5f}")
print(f"mean molecular speed = {speed:.1f} m/s")
print(f"uniform conductance = {g_uniform*1e18:.1f} um^3/s")
print(f"corrugated conductance, slow limit = {g_pore*1e18:.1f} um^3/s")
print(f"corrugated conductance, traced = {g_uniform*traced[1]*1e18:.1f} um^3/s")
print(f"gas number density = {density:.4e} 1/m^3")
print(f"flow into vacuum, slow limit = {g_pore*density:.3e} molecules/s")
print(f"ratio to uniform pore of equal volume = {equal_volume_ratio:.5f}")
print(f"density drop in narrow half-periods = {100*narrow_share:.2f} %")
print("NEGLECTED EFFECTS")
print(f"mean free path = {free_path*1e6:.1f} um")
print(f"free path / widest diameter = {knudsen:.0f}")
print(f"mouth resistance / pore resistance = {100*mouth_share:.3f} %")
print(f"partial period, largest resistance shift = {100*partial_period:.2f} %")
print(f"diffuse fraction = {diffuse_fraction:.2f}; "
      f"uniform-tube factor = {specular_factor:.4f}")
print(f"finite molecular radius: shift = {100*narrowing(diameter_nm/2):+.2f} %")
print(f"{film_nm:.1f} nm film: conductance shift = {100*narrowing(film_nm):+.2f} %")

# The traced result must approach the local law; the allowance at finite
# period covers the slowly decaying contribution of long flights.
assert abs(sampling_shift) < 0.01 and abs(basis_shift) < 0.002
assert abs(deviation[2]) < 0.04 and abs(deviation[3]) < 0.015
assert abs(deviation[3]) < 0.5*np.max(np.abs(deviation[:3]))
assert abs(strong_deviation) < 0.02
assert knudsen > 10
print("success")
```

Running it gives:

```
INPUTS: NO gas; rough modulated-alumina pore dimensions
mean radius r = 40.0 nm; amplitude a = 0.40
neck radius = 24.0 nm; widest = 56.0 nm
period = 4.0 um; length = 60.0 um
number of periods = 15.0
temperature = 500 K; pressure = 1.0 Torr
NO mass = 30.006 u; rough diameter = 0.35 nm
CHECKS
small-a coefficient from quadrature = 2.9997
uniform tube, traced/formula = 1.00000
slow-limit G/G0 at a=0.4: 0.59879
period/r=25: traced G/G0=0.57442, dev=-4.07 %
period/r=100: traced G/G0=0.59391, dev=-0.82 %
period/r=400: traced G/G0=0.59784, dev=-0.16 %
period/r=1600: traced G/G0=0.59792, dev=-0.14 %
half sample, new seed: shift = -0.157 %
8 instead of 12 harmonics: shift = +0.0000 %
a=0.7, period/r=1600: traced = 0.14888
a=0.7: formula = 0.14920, dev = -0.21 %
EXAMPLE RESULTS
mean inverse cube = 1.67003
mean molecular speed = 594.0 m/s
uniform conductance = 1327.0 um^3/s
corrugated conductance, slow limit = 794.6 um^3/s
corrugated conductance, traced = 788.1 um^3/s
gas number density = 1.9313e+22 1/m^3
flow into vacuum, slow limit = 1.535e+07 molecules/s
ratio to uniform pore of equal volume = 0.53351
density drop in narrow half-periods = 83.84 %
NEGLECTED EFFECTS
mean free path = 95.1 um
free path / widest diameter = 849
mouth resistance / pore resistance = 0.054 %
partial period, largest resistance shift = 2.45 %
diffuse fraction = 0.90; uniform-tube factor = 1.2222
finite molecular radius: shift = -1.78 %
1.0 nm film: conductance shift = -9.94 %
success
```
